# Where photon shot noise equals speckle noise in 193 nm exposure

## Problem

A resist is exposed with light of vacuum wavelength $\lambda=193$ nm. The mean incident dose in a large clear field is $D=20$ mJ/cm$^2$. Because the laser is partly coherent, the dose also carries a random speckle pattern. Its contrast $C$, the standard deviation of the dose at a point divided by the mean dose, is 1 percent. This contrast belongs to the complete exposure, after all laser pulses have been added.

Consider the number $N$ of photons incident on a small square of area $A$.

(a) Show that the shot noise and the speckle noise of $N$ are equal for an area near 50 nm$^2$.

(b) Speckle has a finite grain size, so a square averages over part of it. For a disk-shaped source that fills a fraction $\sigma=0.9$ of a pupil with numerical aperture $\mathrm{NA}=1.35$, find how far this moves the result, and decide whether the two noises are equal at one area or at several.

(c) Find the corresponding area for photons absorbed in a resist 100 nm thick with absorption coefficient 1.3 per µm.

Noise means standard deviation divided by mean throughout. The light is treated as a polarised scalar field, and detection at a given local dose as a Poisson process.

## First estimate by scaling

A photon at this wavelength carries roughly $10^{-18}$ J. Since 1 cm$^2$ is $10^{14}$ nm$^2$, the dose is

$$
D=\frac{20\times10^{-3}\ \text{J}}{10^{14}\ \text{nm}^2}=2\times10^{-16}\ \text{J/nm}^2 ,
$$

or about 200 photons per nm$^2$. Counting $N$ independent photons gives a relative noise of order $1/\sqrt N$, which falls as the area grows. Speckle, if its grains are much larger than the square, raises or lowers the dose over the whole square together, so its relative noise stays at $C$ whatever the area. The two meet when

$$
\frac{1}{\sqrt N}\sim C,\qquad N\sim\frac{1}{C^2}=10^4,\qquad A\sim\frac{10^4}{200\ \text{nm}^{-2}}=50\ \text{nm}^2 .
$$

The estimate rests on three things still to be shown: that the noises combine as separate terms with unit coefficients, that the square is small compared with a speckle grain, and that no other crossing exists.

## Solution

### The variance of the photon count

Let $W$ be the mean number of photons that the square would receive for one particular speckle pattern. It is proportional to the dose integrated over the square, and varies from one pattern to the next. For fixed $W$ the count is Poissonian, with mean $W$ and variance $W$, so that

$$
\langle N\rangle_W=W,\qquad \langle N^2\rangle_W=W+W^2 .
$$

Now average over the speckle patterns:

$$
\langle N\rangle=\langle W\rangle,\qquad
\langle N^2\rangle=\langle W\rangle+\langle W^2\rangle .
$$

Subtracting $\langle N\rangle^2=\langle W\rangle^2$ gives

$$
\operatorname{Var}N=\langle W\rangle+\langle W^2\rangle-\langle W\rangle^2
=\langle N\rangle+\operatorname{Var}W .
$$

The first term is shot noise and the second is speckle. Only the mean and variance of $W$ entered, so the shape of its distribution does not matter.

If the dose is uniform over the square, $\operatorname{Var}W=C^2\langle N\rangle^2$. Let $n$ be the mean number of incident photons per unit area, so $\langle N\rangle=nA$. Division by $\langle N\rangle^2$ yields

$$
\frac{\operatorname{Var}N}{\langle N\rangle^2}=\frac{1}{nA}+C^2 .
$$

### The area of equal noise

The photon energy is $E=hc/\lambda$. The vacuum wavelength belongs here even when the last medium is water: the wavelength shortens in water, but the frequency, which fixes the energy, does not change. Hence $n=D/E=D\lambda/(hc)$. Setting the two terms equal defines

$$
\frac{1}{nA_*}=C^2
\quad\Longrightarrow\quad
A_*=\frac{1}{nC^2}=\frac{hc}{\lambda D C^2}.
$$

With $E=1.0292\times10^{-18}$ J, or 6.424 eV,

$$
n=\frac{2.00\times10^{-16}\ \text{J/nm}^2}{1.0292\times10^{-18}\ \text{J}}
=194.3\ \text{nm}^{-2},
$$

$$
A_*=\frac{10^4}{194.3\ \text{nm}^{-2}}=51.5\ \text{nm}^2 .
$$

This is a square of side 7.2 nm, and it answers part (a). Each source contributes 1 percent. Since variances add, the total noise is $\sqrt2\times1$ percent, or 1.41 percent.

The count variance at this point is twice its mean, against once the mean for pure Poisson noise. A direct sum over count probabilities confirms this for a dose that takes the two values $1\pm0.01$ times its mean with equal probability: with a mean of $10^4$ photons, the ratio of variance to mean is 2.0000.

Because $A_*\propto C^{-2}$, the contrast matters more than the dose. At fixed dose, a contrast of 0.9 percent gives 64 nm$^2$ and one of 1.1 percent gives 43 nm$^2$. The phrase "near 50 nm$^2$" therefore presumes that the contrast is known well.

### Where a contrast of 1 percent comes from

To treat averaging inside the square, we need the correlation between doses at two points. Write the field of one speckle pattern as a sum of plane waves from the source points,

$$
F(\mathbf r)=\sum_j a_j e^{i\boldsymbol\kappa_j\cdot\mathbf r},
$$

where $\boldsymbol\kappa_j$ is the wave vector in the wafer plane. The $a_j$ are independent complex Gaussian amplitudes with random phases and equal mean square $\langle|a_j|^2\rangle=p$. The intensity is $I=|F|^2$, with mean $\langle I\rangle=\sum_j p$ at every point.

The product of intensities at points 1 and 2 contains averages $\langle a_j^*a_ka_l^*a_m\rangle$. Random phases remove every term in which the starred and unstarred indices do not pair up. The two pairings are $j=k,\ l=m$ and $j=m,\ k=l$. When all four indices coincide both pairings count the term, giving $2p^2$, which is the correct value of $\langle|a_j|^4\rangle$ for a complex Gaussian amplitude. Therefore

$$
\langle I_1I_2\rangle=\langle I\rangle^2+|\langle F_1^*F_2\rangle|^2
=\langle I\rangle^2\left(1+|\mu|^2\right),\qquad
\mu=\frac{\langle F_1^*F_2\rangle}{\langle I\rangle}.
$$

The relative covariance is $|\mu|^2$. At coincident points $\mu=1$, so a single polarised pattern has a contrast of 100 percent.

Now add $M$ independent patterns of equal mean strength. The covariance of the sum is $M\langle I\rangle^2|\mu|^2$ and the squared mean is $M^2\langle I\rangle^2$. The relative covariance of the dose is their ratio,

$$
\frac{|\mu|^2}{M}=C^2|\mu|^2,\qquad C=\frac{1}{\sqrt M}.
$$

In this model a contrast of 1 percent requires $M=10^4$ patterns, spread over time within the pulses and over successive pulses. The crossover then has a simple meaning. If each pattern delivers on average $m$ photons to a small square, its count variance is $m+m^2$, by the variance formula with unit contrast. Shot noise and speckle are equal at $m=1$: one photon per pattern in the square.

### The size of a speckle grain

For a uniform disk source, the transverse wave vectors fill a disk of radius

$$
q=\frac{2\pi\sigma\,\mathrm{NA}}{\lambda}=0.03955\ \text{nm}^{-1}.
$$

The correlation $\mu$ is the average of $e^{i\boldsymbol\kappa\cdot\mathbf r}$ over this disk. The integral over angle gives $2\pi J_0(\kappa r)$, and $xJ_0(x)$ is the derivative of $xJ_1(x)$, so

$$
\mu(r)=\frac{1}{\pi q^2}\int_0^q2\pi\kappa J_0(\kappa r)\,d\kappa
=\frac{2}{q^2r^2}\,\big[xJ_1(x)\big]_0^{qr}
=\frac{2J_1(qr)}{qr}.
$$

A useful measure of grain area is $A_c=\int|\mu|^2d^2r$. Since $\mu$ is the Fourier transform of a density $1/(\pi q^2)$ on the disk, Parseval's theorem gives

$$
A_c=(2\pi)^2\left(\frac{1}{\pi q^2}\right)^2\pi q^2
=\frac{4\pi}{q^2}=\frac{\lambda^2}{\pi(\sigma\,\mathrm{NA})^2}=8032\ \text{nm}^2 .
$$

The square of 51.5 nm$^2$ covers less than 1 percent of a grain, which is why the scaling estimate could take the dose as uniform.

### Averaging inside the square

Let $\Gamma$ be the factor by which averaging over a square of side $L$ reduces the speckle variance. It is the mean of $|\mu|^2$ over all pairs of points in the square:

$$
\Gamma=\frac{1}{A^2}\int_A\!\int_A|\mu(|\mathbf r-\mathbf r'|)|^2\,d^2r\,d^2r' .
$$

Along one axis, a separation between $t$ and $t+dt$ occurs with weight $2(L-t)\,dt/L^2$, because the pair can be placed over a length $L-t$ and in two orders. With $t=Lu$ this becomes $2(1-u)\,du$. Both axes together give

$$
\Gamma=4\int_0^1\!\int_0^1(1-u)(1-v)\,
\left|\mu\!\left(L\sqrt{u^2+v^2}\right)\right|^2du\,dv .
$$

For small squares use $J_1(x)=x/2-x^3/16+\dots$ Then $2J_1(x)/x=1-x^2/8+\dots$, whose square is $1-x^2/4+\dots$ The mean squared separation is the sum of two equal contributions:

$$
\langle r^2\rangle=2L^2\int_0^12(1-u)u^2\,du
=4L^2\left(\frac13-\frac14\right)=\frac{L^2}{3}.
$$

Hence, to leading order,

$$
\Gamma\simeq1-\frac{q^2}{4}\,\frac{L^2}{3}=1-\frac{q^2A}{12}.
$$

At $A_*$ the full integral gives $\Gamma=0.9933$, a loss of 0.67 percent in speckle variance. The integral was also compared with random fields on a much larger square, where averaging is strong. For a side of 80 nm, 40,000 fields of 150 plane waves each gave a relative variance of 0.505, against 0.502 from the integral.

The condition for equal noise is now

$$
\frac{1}{nA}=C^2\Gamma(A)\quad\Longleftrightarrow\quad A\,\Gamma(A)=A_* .
$$

Inserting the small-square form and solving to first order in $q^2A_*$,

$$
A\simeq A_*\left(1+\frac{q^2A_*}{12}\right)=51.8\ \text{nm}^2 .
$$

Numerical solution of the full condition gives the same value to this accuracy.

### One crossing, and when there is none

In terms of the separation $(x,y)$, the left side of the condition is

$$
A\,\Gamma=\int_{-L}^{L}\!\int_{-L}^{L}
\left(1-\frac{|x|}{L}\right)\left(1-\frac{|y|}{L}\right)|\mu|^2\,dx\,dy .
$$

As $L$ grows, the weights increase, the domain widens, and $|\mu|^2$ is nowhere negative. So $A\Gamma$ rises steadily from zero. For large $L$ the weights tend to one at any fixed separation, and $A\Gamma$ tends to $A_c$ from below. There is therefore one crossing if $A_*<A_c$ and none otherwise.

The ratio of speckle variance to shot variance is $nC^2A\Gamma$. For squares much larger than a grain it approaches $nC^2A_c=156$. In that limit both noises fall as $1/\sqrt A$, with speckle larger by a factor $\sqrt{156}\approx12$. The limit is approached slowly: the factor is 8.6 for a side of 100 nm, 10.8 for 300 nm and 11.9 for 1 µm. If the contrast were reduced at fixed dose until $nC^2A_c$ fell below one, shot noise would dominate at every area.

### Absorbed photons

Suppose each incident photon is absorbed independently with probability $\eta$, and let $K$ be the number absorbed. For fixed $N$, $K$ has mean $\eta N$ and variance $\eta(1-\eta)N$. Averaging over $N$ adds the variance of the mean, $\eta^2\operatorname{Var}N$:

$$
\operatorname{Var}K=\eta(1-\eta)\langle N\rangle
+\eta^2\left(\langle N\rangle+C^2\Gamma\langle N\rangle^2\right)
=\eta\langle N\rangle+C^2\Gamma\,(\eta\langle N\rangle)^2 .
$$

The terms $-\eta^2\langle N\rangle$ and $+\eta^2\langle N\rangle$ have cancelled. After division by $\langle K\rangle^2=(\eta\langle N\rangle)^2$,

$$
\frac{\operatorname{Var}K}{\langle K\rangle^2}=\frac{1}{\eta nA}+C^2\Gamma .
$$

Absorption raises the relative shot noise and leaves the relative speckle noise alone. The crossover condition becomes $A\Gamma=A_*/\eta$.

For light travelling straight down through the film, exponential attenuation gives

$$
\eta=1-e^{-(1.3\ \text{µm}^{-1})(0.100\ \text{µm})}=1-e^{-0.13}=0.122 .
$$

Without averaging the crossover is at $51.5/0.122=422$ nm$^2$. With averaging it is at 447 nm$^2$, a square of side 21 nm. This answers part (c) for a vertical path, with the speckle pattern taken as unchanged through the film depth. The oblique rays of this source lower the value by about a tenth, as the last section shows.

## Comparison of estimate and solution

The three values for incident photons are 50 nm$^2$ from scaling, 51.5 nm$^2$ from the variance formula with uniform dose, and 51.8 nm$^2$ with averaging inside the square. The first step, about 3 percent, comes from rounding the photon energy to $10^{-18}$ J. The second, 0.7 percent, is the finite grain size. The scaling argument works well because the coefficients of both variance terms are one and the square is far smaller than a grain.

The following values, in percent, show how the balance shifts with area at fixed dose and contrast.

| Area (nm$^2$) | Incident shot | Speckle | Absorbed shot |
|---:|---:|---:|---:|
| 10 | 2.27 | 1.00 | 6.50 |
| 50 | 1.01 | 1.00 | 2.91 |
| 200 | 0.51 | 0.99 | 1.45 |
| 1000 | 0.23 | 0.94 | 0.65 |

At 200 nm$^2$ speckle exceeds the incident shot noise, yet the absorbed shot noise is still larger than speckle. The answer to "which noise dominates?" thus depends on which photons are counted.

Scaling with uniform dose becomes poor when the crossover square approaches the grain size. Suppose the quoted 1 percent were the contrast of each of 40 independent, equal pulses. Their variances add, so the contrast of the full dose would be $1\ \text{percent}/\sqrt{40}=0.158$ percent. The uniform-dose formula would then give $40A_*\approx2060$ nm$^2$, while the full condition gives 2922 nm$^2$, about 40 percent more. Conversely, a full-dose contrast of 1 percent with 40 such pulses corresponds to 6.3 percent per pulse. The definition of contrast must be settled before the formula is used.

## The model beside a real exposure

The wavelength and numerical aperture are those of water-immersion lithography with an argon fluoride laser. The dose, contrast, pulse number and resist absorption are rough typical values, not data for a particular scanner or resist. The chemistry of the resist is driven by absorbed photons, and counting these instead of incident ones moves the crossover from 52 to about 450 nm$^2$ if all light travels straight down. Oblique travel reduces this shift. With rough refractive indices of 1.44 for water and 1.70 for resist, the steepest source ray has a path 1.43 times the film thickness and an absorbed fraction of 17.0 percent. If all the light took that path, the uniform-dose crossover would be $51.5/0.170\approx300$ nm$^2$ instead of 422 nm$^2$. The speckle pattern also changes somewhat with depth, because axial and steepest rays drift apart in phase by about 1.7 radians over 100 nm of resist. Averaging over the depth then lowers the speckle variance by about 4 percent and raises the crossover area by a similar fraction. With every ray of the disk source on its own path, the mean absorbed fraction is about 14 percent and the uniform-dose crossover about 365 nm$^2$; averaging across the square and through the depth raises this to about 400 nm$^2$, in place of 447 nm$^2$. Reflection between water and resist is 0.69 percent at normal incidence and reaches about 4.5 percent for the steepest ray when its electric field is parallel to the surface.

A patterned mask changes the local dose. Where the image has half the clear-field dose and the same relative speckle, $A_*$ doubles. Standing waves, vector effects in the image, and the random generation and diffusion of acid are left out. Diffusion changes the area over which the resist averages, so the crossover area alone does not predict the roughness of a printed edge.

The numerical output follows.

## Computed values

```
wavelength: 193 nm; dose: 20 mJ/cm^2
speckle contrast of the full dose: 1.0 %
photon energy: 6.424 eV
photon energy: 1.0292e-18 J
dose per area: 2.00e-16 J/nm^2
incident photon density: 194.3 per nm^2
photons at equality: 10000
equal-noise area, no averaging: 51.46 nm^2
side of that square: 7.17 nm
summed count variance / mean there: 2.0000
total relative noise there: 1.414 %
independent patterns for this contrast: 10000
NA: 1.35; source fill: 0.90
source edge q: 0.03955 per nm
speckle grain area: 8032 nm^2
C^2 n times grain area: 156.1
Gamma at equal-noise area: 0.99332
equal-noise area with averaging: 51.81 nm^2
first-order estimate of it: 51.81 nm^2
area (nm^2) | incident shot (%) | speckle (%) | absorbed shot (%)
    10 | 2.269 | 0.999 | 6.497
    50 | 1.015 | 0.997 | 2.906
   200 | 0.507 | 0.987 | 1.453
  1000 | 0.227 | 0.939 | 0.650
resist thickness: 100 nm
absorption coefficient: 1.3 per um
absorbed fraction, normal path: 12.2 %
absorbed-photon crossover: 447 nm^2
same without speckle averaging: 422 nm^2
refractive indices: water 1.44, resist 1.70
path factor of steepest source ray: 1.43
absorbed fraction on that path: 17.0 %
water-resist reflection, normal: 0.69 %
pulses: 40
pulse contrast for this dose: 6.3 %
dose contrast if 1 % is per pulse: 0.158 %
crossover if 1 % is per pulse: 2922 nm^2
random-field point variance (theory 1): 1.006
four-pattern variance (theory 0.25): 0.252
random-field variance, 80 nm square: 0.505
Gamma by quadrature, 80 nm square: 0.502
large-square A*Gamma / grain area: 0.9853
```
